# Doubly negative vacancies in n-type silicon at process temperature

**Question**

A silicon crystal is held at temperature $T$ and fixed pressure, in contact with a free surface that can supply or absorb vacancies. Doping raises its electron density from the intrinsic value $n_i$ to $n$. This question asks how the equilibrium density of isolated doubly negative vacancies, $V^{2-}$, responds. A vacancy bound to a donor counts as a different defect.

Energies are measured from the valence-band edge. The conduction edge is at $E_c$, equal to the gap, and the Fermi level is $E_F$. The neutral vacancy has formation energy $E_0$. The level $e_1$ is the Fermi level at which $V^0$ and $V^-$ have equal formation energies, and $e_2$ is the same for $V^-$ and $V^{2-}$. Unless a part says otherwise, carriers are nondegenerate, vacancies are dilute, and doping leaves the band edges and vacancy levels unchanged.

For numerical parts take $T=1000$ K, so $k_BT=0.08617$ eV, and these rough values:

- gap 0.88 eV; density-of-states masses $1.1\,m_e$ (electrons) and $1.0\,m_e$ (holes);
- site density $N_s=5.0\times10^{22}$ cm$^{-3}$; $E_0=3.6$ eV, $e_1=0.5$ eV, $e_2=0.7$ eV;
- relative permittivity 11.7; donor binding energy 0.045 eV.

**(a) Derive the equilibrium density of a dilute defect whose formation free energy is $G$ and which has $g$ equivalent internal states per site.**

*Answer.* Consider a unit volume with $N_s$ sites and $m$ defects. There are $N_s!/[m!(N_s-m)!]$ placements and $g^m$ internal arrangements. The free energy relative to the perfect crystal is therefore

$$F(m)=mG-k_BT\ln\left[g^m\frac{N_s!}{m!\,(N_s-m)!}\right].$$

Here $G$ leaves out the entropy of placement and of the $g$ states, which the logarithm supplies. For large numbers, Stirling's formula $\ln m!\simeq m\ln m-m$ gives $d\ln m!/dm\simeq\ln m$ and $d\ln(N_s-m)!/dm\simeq-\ln(N_s-m)$. Because the surface can create or remove vacancies, $m$ is free to adjust, and $F$ is least when

$$0=\frac{dF}{dm}=G-k_BT\ln g-k_BT\ln\frac{N_s-m}{m}.$$

Hence $m/(N_s-m)=g\,e^{-G/k_BT}$. With $m\ll N_s$ the density is

$$c=gN_s\,e^{-G/k_BT}.$$

Several charge states may coexist. When all are dilute, the sites occupied by one hardly reduce those open to another, and the formula holds for each.

**(b) Write the formation energies of $V^0$, $V^-$ and $V^{2-}$ in terms of the Fermi level.**

*Answer.* An electron placed on a vacancy is taken from the crystal's electron reservoir, where its chemical potential is $E_F$. Removing it from there lowers the cost of the charged defect by $E_F$. So $G_-=A-E_F$, with $A$ independent of $E_F$. By definition $G_-=E_0$ when $E_F=e_1$, which gives $A=E_0+e_1$.

Similarly $G_{2-}=B-2E_F$, and $G_{2-}=G_-$ at $E_F=e_2$. Thus $B-2e_2=E_0+e_1-e_2$, so $B=E_0+e_1+e_2$. The results are

$$G_0=E_0,\qquad G_-=E_0+e_1-E_F,\qquad G_{2-}=E_0+e_1+e_2-2E_F.$$

Formation entropies are ignored here. They multiply each density by a factor that is the same before and after doping, and so cancel from the ratio for any single charge state, as does $g$. They need not cancel when different charge states are added together, so the total rise in (e), and the fixed-total factor derived from it, assume that $g$ and the formation entropy are the same for all three charge states.

**(c) Relate the Fermi level to the electron density.**

*Answer.* A parabolic band of density-of-states mass $m_c$, with spin included, has

$$D(E)=\frac{1}{2\pi^2}\left(\frac{2m_c}{\hbar^2}\right)^{3/2}\sqrt{E-E_c}.$$

Nondegenerate means that $E_c-E_F$ is several $k_BT$, so the occupation $1/(e^{(E-E_F)/k_BT}+1)$ reduces to $e^{-(E-E_F)/k_BT}$. With $x=(E-E_c)/k_BT$,

$$n=\frac{1}{2\pi^2}\left(\frac{2m_ck_BT}{\hbar^2}\right)^{3/2}e^{(E_F-E_c)/k_BT}\int_0^\infty\sqrt{x}\,e^{-x}dx .$$

The integral is $\sqrt\pi/2$. Collecting constants,

$$n=N_c\,e^{(E_F-E_c)/k_BT},\qquad N_c=2\left(\frac{m_ck_BT}{2\pi\hbar^2}\right)^{3/2}.$$

The same calculation for holes gives $p=N_v\,e^{-E_F/k_BT}$. Now write the electron formula for the doped and the intrinsic crystal and divide. Since $E_c$ and $N_c$ are the same in both,

$$\frac{n}{n_i}=e^{(E_F-E_{F,i})/k_BT},\qquad E_F-E_{F,i}=k_BT\ln\frac{n}{n_i}.$$

**(d) By what factor does the density of each charge state change when $n=10\,n_i$?**

*Answer.* From (a) and (b), everything except the Fermi-level term cancels in the ratio for $V^{2-}$:

$$\frac{c_{2-}}{c_{2-,i}}=e^{-(G_{2-}-G_{2-,i})/k_BT}=e^{2(E_F-E_{F,i})/k_BT}=\left(\frac{n}{n_i}\right)^2=10^2=100.$$

The density of doubly negative vacancies rises a hundredfold. For $V^-$ one electron is involved and the factor is $n/n_i=10$. For $V^0$ the formation energy does not contain $E_F$, and the factor is 1. The square thus counts the two electrons that the defect takes from the reservoir.

**(e) Evaluate the densities at 1000 K. How much does the total density of isolated vacancies rise? What would happen to $V^{2-}$ if the total could not change?**

*Answer.* The masses give $N_c=1.762\times10^{20}$ and $N_v=1.527\times10^{20}$ cm$^{-3}$. Multiplying the formulas for $n$ and $p$ removes $E_F$, so $np=N_cN_ve^{-E_c/k_BT}=n_i^2$ and

$$n_i=\sqrt{N_cN_v}\,e^{-0.88/(2\times0.08617)}=9.94\times10^{17}\ \text{cm}^{-3}.$$

Setting $n=p$ gives the intrinsic Fermi level,

$$E_{F,i}=\frac{E_c}{2}+\frac{k_BT}{2}\ln\frac{N_v}{N_c}=0.434\ \text{eV}.$$

Doping to $n=9.94\times10^{18}$ cm$^{-3}$ raises it by $0.08617\ln10=0.198$ eV, to 0.632 eV. The formation energy of $V^{2-}$ falls by twice the rise, 0.397 eV.

With $g=1$, the neutral density is $5.0\times10^{22}\,e^{-3.6/0.08617}=3.60\times10^4$ cm$^{-3}$. The charged densities in the intrinsic crystal follow from it:

$$c_{-,i}=c_0\,e^{-(0.5-0.4338)/0.08617}=1.67\times10^4\ \text{cm}^{-3},$$

$$c_{2-,i}=c_0\,e^{-(1.2-2\times0.4338)/0.08617}=7.60\times10^2\ \text{cm}^{-3}.$$

After doping, $c_-=1.67\times10^5$ and $c_{2-}=7.60\times10^4$ cm$^{-3}$. The total over these three charge states, with positively charged vacancies left out, rises by

$$R=\frac{c_0+10c_{-,i}+100c_{2-,i}}{c_0+c_{-,i}+c_{2-,i}}=5.2 .$$

This is far below 100 because $V^{2-}$ is a small minority in the intrinsic crystal. $R$ would approach 100 if $V^{2-}$ dominated there, and 1 if $V^0$ dominated both before and after doping.

Suppose instead that no surface or other source can act, and that no isolated vacancies are lost to donors or clusters. Their total then stays fixed while electrons still move between charge states. The fraction of vacancies in state $2-$ rises by $100/R$, since its density rises by 100 and the total by $R$ in the open crystal, and the fractions depend on $E_F$ alone at given $T$. In the closed crystal $V^{2-}$ would therefore rise by $100/5.22\approx19$. With these levels, the hundredfold rise needs vacancies to be created, not just recharged. If $V^0$ dominated both before and after doping, $R$ would be near 1 and recharging alone would nearly suffice.

**(f) Suppose that the donor density $N_D$, and not $n$, is prescribed. What $N_D$ gives $n=10\,n_i$, and what happens if $N_D=10\,n_i$?**

*Answer.* Neutrality requires $p+N_D^+=n+c_-+2c_{2-}$, where $N_D^+$ is the density of ionised donors. In this example $2c_{2-}/n$ is about $1.5\times10^{-14}$, and $c_-$ is of similar size to $c_{2-}$, so the vacancy terms can be dropped. With $p=n_i^2/n$, $y=n/n_i$ and full ionisation,

$$y-\frac1y=\frac{N_D}{n_i}.$$

For $y=10$ this gives $N_D=9.9\,n_i=9.84\times10^{18}$ cm$^{-3}$. For $N_D=10\,n_i$, multiplication by $y$ gives $y^2-10y-1=0$. The positive root is $y=5+\sqrt{26}=10.10$, and $V^{2-}$ rises by $y^2=102$. The small excess comes from electrons excited across the gap, whose charge is balanced by holes.

Ionisation may be incomplete. The simplest model of an isolated donor has one empty state and two filled states, one for each spin, at energy $E_d=E_c-0.045$ eV. Weighting these by their Boltzmann factors gives

$$N_D^+=\frac{N_D}{1+2e^{(E_F-E_d)/k_BT}}.$$

Solving neutrality with this expression at $N_D=10\,n_i$ gives $n/n_i=8.70$ and a $V^{2-}$ rise of 76. The square law is intact, since $8.70^2\approx76$; it is the electron density that has fallen short. Near $10^{19}$ cm$^{-3}$ donor states overlap, and an isolated level describes them poorly, so this figure is a measure of sensitivity and not a correction to be applied. The model also omits the further bound states that silicon's six conduction valleys give each donor. They lie close above the lowest one and, for isolated donors at 1000 K, would hold more electrons and lower $n$ further: adding six states bound by about 0.034 eV and four bound by about 0.033 eV gives $n/n_i\approx6.3$ and a rise near 39.

**(g) Obtain the square law without introducing a Fermi level. Does it require the charge on the vacancies to be negligible?**

*Answer.* For dilute species $j$ with density $c_j$, energy $\epsilon_j$ and number of available states $N_j$, the free energy per volume is

$$F=\sum_j c_j\left[\epsilon_j+k_BT\left(\ln\frac{c_j}{N_j}-1\right)\right],\qquad \mu_j\equiv\frac{\partial F}{\partial c_j}=\epsilon_j+k_BT\ln\frac{c_j}{N_j}.$$

Creating a neutral vacancy changes no charge, so equilibrium requires $\mu_0=0$, which fixes $c_0$. The reaction $V^0+2e^-\to V^{2-}$ also conserves charge. Its equilibrium condition is $\mu_{2-}=\mu_0+2\mu_n$. Substituting the three chemical potentials and exponentiating,

$$\frac{c_{2-}}{c_0\,n^2}=\frac{N_{2-}}{N_0N_c^2}\,e^{-(\epsilon_{2-}-\epsilon_0-2\epsilon_n)/k_BT}.$$

The right side depends on temperature but not on doping. Since $c_0$ is fixed, $c_{2-}\propto n^2$. Neutrality decides the value of $n$ but does not enter this relation, so the charge on the vacancies need not be negligible.

A numerical minimisation tests this in a model where that charge matters. In arbitrary density units, each vacancy species has 1000 states, electrons 150 and holes 80. The energies of $V^0$, $V^-$, $V^{2-}$, electrons and holes are 10, 13, 18, 9 and 0 in units of $k_BT$. Raising the donor density from 0 to 20 multiplies $n$ by 9.0884 and $c_{2-}$ by 82.60, which equals $9.0884^2$ to four figures.

**(h) Find the leading correction when the carriers are slightly degenerate, and evaluate it.**

*Answer.* Let $z=e^{(E_F-E_c)/k_BT}<1$. The Fermi-Dirac occupation expands as

$$\frac{1}{z^{-1}e^x+1}=ze^{-x}-z^2e^{-2x}+\dots$$

In the density integral the second term contains $\int_0^\infty\sqrt x\,e^{-2x}dx=2^{-3/2}\sqrt\pi/2$. Therefore $n/N_c=z-z^2/2^{3/2}+\dots$. Solving for $z$ to second order in $n/N_c$, then taking the logarithm to first order,

$$\frac{E_F-E_c}{k_BT}\simeq\ln\frac{n}{N_c}+\frac{n}{2^{3/2}N_c}.$$

Subtracting the same formula for the intrinsic crystal, doubling and exponentiating gives

$$\frac{c_{2-}}{c_{2-,i}}\simeq\left(\frac{n}{n_i}\right)^2\exp\left[\frac{n-n_i}{\sqrt2\,N_c}\right].$$

The correction is positive: exclusion blocks some low states, so a higher Fermi level is needed to hold the same $n$. At 1000 K, $n/N_c=0.056$ and the exponent is $0.9\times0.0563/\sqrt2=0.036$, which raises 100 to about 104. Full Fermi-Dirac integration gives 103.6. This is for non-interacting electrons. First-order exchange between electrons of the same spin and valley is of the same order in $n$ and of opposite sign; a rough estimate for six valleys gives a factor near 0.97, which would largely cancel it.

At 1273 K, with a rough gap of 0.78 eV, the intrinsic density is $6.7\times10^{18}$ cm$^{-3}$. Ten times this gives $n/N_c=0.26$, and the full integration gives a factor of 118. The same ratio $n/n_i$ thus lies further from the nondegenerate regime in the hotter case.

**(i) Estimate the effect of doping on the conduction edge and on the energy of the vacancy.**

*Answer.* Carriers screen a charge $q$. In a weak potential $\phi$ the electron density changes by $+ne\phi/k_BT$ and the hole density by $-pe\phi/k_BT$. The induced charge density is $-e^2(n+p)\phi/k_BT$, and Poisson's equation away from $q$ becomes

$$\nabla^2\phi=\frac{\phi}{\lambda^2},\qquad \lambda=\sqrt{\frac{\varepsilon k_BT}{e^2(n+p)}} .$$

Its decaying solution is $\phi=q\,e^{-r/\lambda}/(4\pi\varepsilon r)$. Subtracting the bare potential $q/(4\pi\varepsilon r)$ and letting $r\to0$ leaves $-q/(4\pi\varepsilon\lambda)$ at the charge. Building the charge up from zero at fixed $\lambda$ supplies a factor one half, so the energy is lowered by $q^2/(8\pi\varepsilon\lambda)$.

For $q=-e$ the lowering is 0.0116 eV in the intrinsic crystal ($\lambda=5.3$ nm) and 0.0261 eV in the doped one ($\lambda=2.4$ nm). The extra lowering on doping is $\Delta=0.0145$ eV.

Take the given levels to describe the intrinsic crystal, and hold $n$, $n_i$ and the zero of energy fixed. If the conduction edge alone drops by $\Delta$, then $E_F$ must drop by $\Delta$ to keep the same $n$, and the rise in $V^{2-}$ becomes

$$100\,e^{-2\Delta/k_BT}=71.$$

But $V^{2-}$ carries two charges, and its own energy drops by $4\Delta$. Including this gives

$$100\,e^{(4-2)\Delta/k_BT}=140.$$

The sign of the correction therefore depends on treating the defect and the carriers alike. Linear screening needs $|q|e/(4\pi\varepsilon\lambda k_BT)\ll1$. In the doped crystal this ratio is 0.61 for a single charge and 1.2 for $V^{2-}$, so the condition fails for the vacancy and is not well met even for a single charge. The estimate also treats carriers as classical points, although their thermal wavelength, a few nanometres, is not small beside $\lambda$. It leaves out the attraction between a vacancy and nearby ionised donors to which it is not bound. That term is not small. Averaging to second order over randomly placed donors, for electrons and vacancy alike, raises 140 to about 190. With the full Boltzmann weight, the density of $V^{2-}$ is multiplied by anything from about 0.5 to about 4 as the distance inside which a vacancy counts as bound is reduced from 2 nm to 0.4 nm. The figures 71 and 140 therefore show only that interactions matter; they are not bounds, and the true uncertainty can be larger.

**(j) Compare the example with a real process. Which results can be relied on?**

*Answer.* The example resembles a furnace anneal of heavily phosphorus-doped silicon, though at 727 °C it lies toward the low end of the temperatures used. The absolute vacancy densities are only illustrative: an error of 0.1 eV in $E_0$ changes them by $e^{0.1/0.08617}\approx3$, and the omitted formation entropy, several $k_B$ in silicon, would raise them by orders of magnitude. The ratio in (d) is unaffected by either. Among the corrections to the equilibrium ratio at 1000 K with $n$ prescribed, the Coulomb terms are the largest. Screening by carriers amounts to some tens of per cent of the ideal factor, and attraction to donors can amount to as much or more, depending on where the line between bound and isolated is drawn. Degeneracy of non-interacting carriers adds only about 4%. A real wafer can also break the assumption of equilibrium. Ion implantation, for example, leaves excess vacancies. While these remain, the hundredfold ratio need not apply, because it assumes the same density of $V^0$ in the doped and intrinsic crystals. If recharging is complete and the total density of isolated vacancies is the same in both crystals, the factor for these levels is the 19 found in (e), provided $g$ and the formation entropy are the same for all three charge states; an entropy change of $\pm2k_B$ per added electron would move it to about 4 or 64. If donors capture many of the vacancies in the doped crystal, fewer remain isolated and the factor is smaller. Further digits are in the numerical output.

## Table of computed values

```
temperature: 1000 K
thermal energy kT: 0.08617 eV
band gap, rough input: 0.88 eV
electron DOS mass, rough input: 1.1 m_e
hole DOS mass, rough input: 1.0 m_e
site density, input: 5.0e+22 cm^-3
V0 formation energy, rough input: 3.6 eV
level (0/-), rough input: 0.5 eV
level (-/2-), rough input: 0.7 eV
N_c: 1.762e+20 cm^-3
N_v: 1.527e+20 cm^-3
intrinsic density n_i: 9.941e+17 cm^-3
doped electron density n: 9.941e+18 cm^-3
doped hole density p: 9.941e+16 cm^-3
donors needed for n = 10 n_i: 9.842e+18 cm^-3
intrinsic Fermi level: 0.4338 eV
doped Fermi level: 0.6323 eV
Fermi level rise: 0.1984 eV
V2- formation energy fall: 0.3968 eV
V0 intrinsic: 3.596e+04 cm^-3
V0 doped: 3.596e+04 cm^-3
V0 rise: 1.0000 (ratio)
V- intrinsic: 1.669e+04 cm^-3
V- doped: 1.669e+05 cm^-3
V- rise: 10.0000 (ratio)
V2- intrinsic: 7.602e+02 cm^-3
V2- doped: 7.602e+04 cm^-3
V2- rise: 100.0000 (ratio)
total isolated vacancy rise: 5.221 (ratio)
free-energy model, n rise: 9.0884 (ratio)
free-energy model, V2- rise: 82.5996 (ratio)
N_D = 10 n_i, n/n_i: 10.0990 (ratio)
N_D = 10 n_i, V2- rise: 101.990 (ratio)
donor binding, rough input: 0.045 eV
isolated donor level, n/n_i: 8.696 (ratio)
isolated donor level, V2- rise: 75.61 (ratio)
Fermi-Dirac, 1000 K, n/N_c: 0.0563 (ratio)
Fermi-Dirac, 1000 K, V2- rise: 103.64 (ratio)
hot case: 1273 K, rough gap 0.78 eV
hot case, n_i: 6.665e+18 cm^-3
hot case, n/N_c: 0.2634 (ratio)
hot case, V2- rise: 118.17 (ratio)
relative permittivity, rough input: 11.7
screening length, intrinsic: 5.294 nm
screening length, doped: 2.356 nm
unit-charge lowering, intrinsic: 0.0116 eV
unit-charge lowering, doped: 0.0261 eV
extra lowering on doping: 0.0145 eV
screening coupling / kT, doped: 0.606 (ratio)
band edge shifted only, V2- rise: 71.4 (ratio)
edge and vacancy shifted, V2- rise: 140.0 (ratio)
V2- charge density / n: 1.53e-14 (ratio)
```
